\section*{Fermion Doubling in the Radial Dirac Equation and Two Cures}

\section{A level that should not be there}

An electron moves in a spherical attractive potential strong enough to need the Dirac equation. In the $p_{1/2}$ channel its lowest bound state is $2p_{1/2}$. If the radial equation is put on a uniform grid with central differences, however, the matrix for this channel has a lower eigenvalue. In the model computed below it lies at $0.8022\,mc^2$, whereas the true $2p_{1/2}$ level lies at $0.9168\,mc^2$. Halving the grid step does not remove it. The eigenvalue settles down, with an error falling as the square of the step, to the energy of $1s_{1/2}$, a state of another symmetry.

Several parts of the discretized equation could be responsible: the derivative, the angular term $\kappa/r$, the mass or the potential. They are taken here one at a time. The derivative creates room for extra low-energy states, the angular term gives them their identity, and the mass and potential let them pass unchanged.

Units are $\hbar=m=c=1$, so energies are in $mc^2$ and lengths in reduced Compton wavelengths $\hbar/(mc)$. With large and small radial functions $P$ and $Q$, the equation is $H_\kappa(P,Q)^T=E(P,Q)^T$, where
\begin{equation}
H_\kappa=\begin{pmatrix} V+1 & -\dfrac{d}{dr}+\dfrac{\kappa}{r}\\[2mm] \dfrac{d}{dr}+\dfrac{\kappa}{r} & V-1\end{pmatrix}.
\label{H}
\end{equation}
The energy includes the rest energy, so bound states lie below $E=1$.

For $V$ finite at the origin, the regular solution follows from the most singular terms. If $\kappa<0$, $P'+\kappa P/r=0$ gives $P\propto r^{-\kappa}$, and $Q$ starts one power higher. If $\kappa>0$, $-Q'+\kappa Q/r=0$ gives $Q\propto r^{\kappa}$, and $P$ starts one power higher. Comparison with $P\propto r^{l+1}$ gives $l=-\kappa-1$ and $l=\kappa$ respectively. Thus $\kappa=-1$ is $s_{1/2}$ and $\kappa=+1$ is $p_{1/2}$.

The grid points are $r_j=jh$, with $P=Q=0$ at $r=0$ and at the outer radius $R$. The central difference is
\begin{equation}
(Df)_j=\frac{f_{j+1}-f_{j-1}}{2h}.
\label{D}
\end{equation}
It replaces $d/dr$ in both rows of \eqref{H}.

\section{The derivative alone: a second low-energy branch}

Far from the origin $\kappa/r$ is small. Drop it, set $V=0$, and let $D$ act on a plane wave:
\begin{equation}
(De^{ikr})_j=\frac{e^{ikh}-e^{-ikh}}{2h}\,e^{ikr_j}=i\,s(k)\,e^{ikr_j},\qquad s(k)=\frac{\sin kh}{h}.
\end{equation}
The two amplitudes then obey a $2\times2$ eigenvalue problem with
\begin{equation}
\begin{pmatrix}1&-is\\ is&-1\end{pmatrix},\qquad (1-E)(-1-E)-s^2=0,
\end{equation}
because the product of the off-diagonal elements is $(-is)(is)=s^2$. Hence
\begin{equation}
E^2=1+\frac{\sin^2 kh}{h^2}.
\label{disp}
\end{equation}

For $kh\ll1$ this is the correct $E^2=1+k^2$. But distinct waves on the grid fill the range $-\pi/h<k\le\pi/h$, and the sine vanishes at $k=\pi/h$ as well as at $k=0$. A wave that changes sign from each point to the next therefore costs no kinetic energy. The reason is visible in \eqref{D}: the central difference compares points two steps apart, where such a wave has equal values.

Near the second zero put $k=\pi/h+q$. Then
\begin{equation}
s=\frac{\sin(\pi+qh)}{h}=-\frac{\sin qh}{h}\simeq-q .
\end{equation}
The envelope of the alternating wave sees a derivative of reversed sign. This is fermion doubling: one continuum particle has become two low-energy species on the grid. Refining the grid moves the second zero to larger $k$, but its energy stays at $E=1$.

The dispersion law explains why extra states can exist at low energy. It says nothing about their angular symmetry, since the term containing $\kappa$ was dropped.

\section{The angular term: the copy has opposite $\kappa$}

Restore $V$ and $\kappa/r$, and separate the alternating sign from the envelopes $p$ and $q$:
\begin{equation}
P_j=(-1)^jp_j,\qquad Q_j=-(-1)^jq_j .
\label{S}
\end{equation}
Since $(-1)^{j\pm1}=-(-1)^j$,
\begin{equation}
(DP)_j=-(-1)^j(Dp)_j,\qquad (DQ)_j=+(-1)^j(Dq)_j .
\end{equation}
Multiplication by $V$ or $\kappa/r$ does not mix grid points, so these terms acquire no such sign. Insert \eqref{S} in the first row, $(V+1)P-DQ+(\kappa/r)Q=EP$, and divide by $(-1)^j$:
\begin{equation}
(V+1)p-Dq-\frac{\kappa}{r}q=Ep .
\end{equation}
The second row, $DP+(\kappa/r)P+(V-1)Q=EQ$, becomes
\begin{equation}
-Dp+\frac{\kappa}{r}p-(V-1)q=-Eq ,
\end{equation}
and multiplication by $-1$ gives
\begin{equation}
Dp-\frac{\kappa}{r}p+(V-1)q=Eq .
\end{equation}
These are the two rows of $H_{-\kappa}$. The minus sign in the definition of $Q$ restores the sign of the derivative, and in doing so it reverses that of $\kappa/r$.

In matrix form, with $S=\mathrm{diag}\big((-1)^j,-(-1)^j\big)$ and $S^2=1$,
\begin{equation}
S H_\kappa S=H_{-\kappa}.
\label{map}
\end{equation}
The zero end values are preserved, so this is an identity between finite matrices for any $h$ and any local $V$. The two matrices have the same eigenvalues. The continuum operators do not, and $S$ itself has no continuum limit.

\subsection{The same result as a centrifugal barrier}

For weak binding and weak $V$, the second row gives $Q\simeq\tfrac12(D+g)P$ with $g=\kappa/r$, because $E+1-V\simeq2$. The first row then has the kinetic operator $\tfrac12(D+g)^T(D+g)$. As $D$ is antisymmetric,
\begin{align}
(D+g)^T(D+g)&=(-D+g)(D+g)\nonumber\\
&=-D^2-Dg+gD+g^2\nonumber\\
&=-D^2+g^2-[D,g].
\end{align}
The commutator acts as
\begin{align}
([D,g]f)_j&=\frac{(g_{j+1}-g_j)f_{j+1}+(g_j-g_{j-1})f_{j-1}}{2h}\nonumber\\
&\simeq g'(r_j)\,\frac{f_{j+1}+f_{j-1}}{2}.
\end{align}
The average over neighbours is close to $+f_j$ for a smooth function and to $-f_j$ for an alternating one. With $g'=-\kappa/r^2$, the barrier $g^2-[D,g]$ becomes
\begin{equation}
\frac{\kappa(\kappa+1)}{r^2}\ \text{(smooth)},\qquad \frac{\kappa(\kappa-1)}{r^2}\ \text{(alternating)}.
\end{equation}
The second expression is the first with $\kappa\to-\kappa$. For $\kappa=2$ the coefficients are 6 and 2; applying the matrices to a test function gives 5.9999 and 2.0001. For $\kappa=+1$ the alternating function feels no barrier, so it can occupy an $s$-type state in a channel that should have a $p$ barrier.

\subsection{Why true levels of both kinds appear}

The identity \eqref{map} makes the two spectra equal. It remains to show that they contain the physical levels. Sample a continuum bound state of energy $E_0$ on the grid and normalize it to a vector $v$. Expand $v=\sum_nc_nv_n$ in the orthonormal eigenvectors of the Hermitian matrix $H_\kappa$, with eigenvalues $E_n$. Then
\begin{equation}
\|(H_\kappa-E_0)v\|^2=\sum_n|c_n|^2(E_n-E_0)^2\ge\min_n(E_n-E_0)^2 .
\end{equation}
Some lattice eigenvalue thus lies within the residual norm of $E_0$. By Taylor expansion $Df=f'+h^2f'''/6+\dots$, so the residual is of order $h^2$ if the third derivatives are bounded and the state is negligible at $R$. Near each level of $\kappa$ there is therefore an eigenvalue of $H_\kappa$. The same holds for $-\kappa$, and \eqref{map} carries those eigenvalues into the spectrum of $H_\kappa$.

A point nucleus, $V=-g_0/r$, can violate the smoothness condition. Near the origin $P$ and $Q$ then vary as $r^\gamma$, and the leading terms of the two rows require $\gamma^2=\kappa^2-g_0^2$. The power is in general not an integer. For $0<g_0<1$ and $|\kappa|\le2$, $\gamma$ is below 2 and not an integer. The third derivative then varies as $r^{\gamma-3}$, whose square is not integrable at the origin, so the argument for an error of order $h^2$ no longer applies. The order of the eigenvalue error then depends on the scheme, the state and $g_0$. For the staggered grid introduced below, the $1s$ error at $g_0=0.6$ falls only about as $h^{1.5}$. The identity \eqref{map} still holds, and the false level remains.

\section{The false level in numbers}

The model potential is
\begin{equation}
V(r)=-\frac{0.8}{\sqrt{r^2+1}},\qquad R=40 .
\end{equation}
It is smooth at the origin and keeps $2s$ and $2p_{1/2}$ apart, so each lattice level can be identified. Outward integration of the differential equations, which uses no difference matrix, gives the reference energies
\begin{equation}
E_{1s}=0.802337,\quad E_{2p_{1/2}}=0.916821,\quad E_{2s}=0.933476 .
\end{equation}
The binding energies $1-E$ of the first two are $0.1977$ and $0.0832$, or $101.0$ and $42.5$~keV.

Above its negative-energy branch, the central-difference matrix for $\kappa=+1$ at $h=0.1$ has lowest eigenvalues $0.802209$, $0.916757$ and $0.933413$. Only the middle one belongs to this channel. The matrix for $\kappa=-1$ prints the same three numbers, and there the middle one is the intruder.

The eigenvectors reveal which is which. Define the neighbour correlation $C=\sum_jP_jP_{j+1}/\sum_jP_j^2$. Because $P$ vanishes at both ends,
\begin{equation}
\sum_j(P_{j+1}-P_j)^2=2\sum_jP_j^2-2\sum_jP_jP_{j+1},
\end{equation}
so a smooth state has $C=1-O(h^2)$, and an alternating one has the opposite sign. For $\kappa=+1$ the values are $-0.9987$, $0.9997$ and $-0.9994$.

Convergence gives no such warning. When $h$ is halved, the difference between the false $1s$ level and $E_{1s}$ goes from $-1.29\times10^{-4}$ to $-0.32\times10^{-4}$, a factor of 4.0. The true $2p_{1/2}$ level improves by the same factor.

\section{First cure: a staggered grid}

Without $\kappa/r$, the central difference links $P$ at even points with $Q$ at odd points, and $P$ at odd points with $Q$ at even points. These are two uncoupled systems, which is another view of the doubling. One system suffices. Keep $P$ at the integer points $r_j$ and place $Q$ at the half points $r_{j+1/2}=(j+\tfrac12)h$. The lower off-diagonal block becomes
\begin{equation}
(AP)_{j+1/2}=\frac{P_{j+1}-P_j}{h}+\frac{\kappa}{r_{j+1/2}}\,\frac{P_{j+1}+P_j}{2}.
\label{A}
\end{equation}
The upper block is its transpose, which keeps the matrix Hermitian:
\begin{align}
(A^TQ)_j={}&-\frac{Q_{j+1/2}-Q_{j-1/2}}{h}\nonumber\\
&+\frac{\kappa}{2}\left(\frac{Q_{j+1/2}}{r_{j+1/2}}+\frac{Q_{j-1/2}}{r_{j-1/2}}\right).
\end{align}
This approximates $-Q'+\kappa Q/r$, as required. The potential is evaluated at the points where each component lives.

For a plane wave without the angular term,
\begin{equation}
\frac{e^{ikh/2}-e^{-ikh/2}}{h}=\frac{2i\sin(kh/2)}{h},\qquad E^2=1+\frac{4\sin^2(kh/2)}{h^2}.
\label{stag}
\end{equation}
The half-angle sine vanishes at $k=0$ but not at $k=\pi/h$. At that edge $E=\sqrt{1+4/h^2}$, which is $20.0$ for $h=0.1$. An alternating $P$ now has opposite values at the two points being compared, so the difference is large instead of zero.

\subsection{The point next to the origin}

If $P$ has $N$ interior points, there are $N+1$ half points between $0$ and $R$. Equal numbers are not required, since a rectangular $A$ still gives a Hermitian matrix. Here one half point is dropped to make $A$ square, and the choice of which one matters. With $P_0=0$ and $r_{1/2}=h/2$, the first row of \eqref{A} is
\begin{equation}
(AP)_{1/2}=\frac{P_1}{h}+\frac{\kappa}{h/2}\,\frac{P_1}{2}=\frac{(1+\kappa)P_1}{h}.
\end{equation}
For $\kappa=-1$ it vanishes. The value $Q_{1/2}$ is then coupled to nothing and would form an isolated state of energy $V(h/2)-1$, so it is removed. For $\kappa=+1$ the coupling is present and $Q\propto r$ matters near the origin. This point must be kept: removing it leaves a false level deep in the gap, near $0.23$ at $h=0.1$. The outermost half point is removed instead. That replaces $P=0$ at the outer edge by $Q=0$, which is harmless only for states that are negligible there. For $\kappa<-1$ the inner point can also be dropped, since for $V$ finite at the origin $Q\propto r^{|\kappa|+1}$ is small there, but the calculations here cover only $\kappa=\pm1$.

\subsection{What it costs}

Expansion about the half point gives
\begin{equation}
AP-\Big(P'+\frac{\kappa}{r}P\Big)=h^2\left(\frac{P'''}{24}+\frac{\kappa P''}{8r}\right)+\dots
\end{equation}
The derivative error is a quarter of the central-difference value $h^2P'''/6$, but averaging adds a second error of the same order in $h$. The gain therefore depends on the state. At $h=0.1$ the $1s$ error is $-1.22\times10^{-4}$, hardly better than with central differences. The $2p_{1/2}$ error is $+0.14\times10^{-4}$, against $-0.63\times10^{-4}$. Both staggered errors fall by a factor of 4.0 when $h$ is halved.

The symmetry is now right. For $\kappa=+1$ the lowest level is $0.916835$, and for $\kappa=-1$ the lowest two are $0.802215$ and $0.933424$.

\section{Second cure: a Wilson term}

One can instead keep both components on the same points and make alternation expensive. Let $\beta=\mathrm{diag}(1,-1)$ act on $(P,Q)$, and add $\beta W$ to the central-difference matrix, with
\begin{equation}
(Wf)_j=\frac{w}{2h}\,(2f_j-f_{j+1}-f_{j-1}).
\end{equation}
For smooth $f$ this is $-(wh/2)f''$, which vanishes as $h\to0$. For a plane wave it is $w(1-\cos kh)/h$, and it adds to the mass:
\begin{equation}
E^2=\frac{\sin^2kh}{h^2}+\left[1+\frac{w(1-\cos kh)}{h}\right]^2 .
\label{wil}
\end{equation}
At $k=\pi/h$ the mass is $1+2w/h$.

The factor $\beta$ is needed. Without it, $W$ would act as a potential, and at $k=\pi/h$ the energies would be $2w/h\pm1$. The negative-energy branch would be raised too: it runs continuously from $-1$ at $k=0$ to $2w/h-1$ at $k=\pi/h$, so for any $w>0$ it would enter the gap.

\subsection{How far the false level moves}

The transformation $S$ reverses the sign of the neighbour terms in $W$, so $SWS=2w/h-W$. As $S$ commutes with $\beta$,
\begin{equation}
S(H_\kappa+\beta W)S=H_{-\kappa}+\frac{2w}{h}\beta-\beta W .
\end{equation}
The copy still has opposite $\kappa$, but its mass is raised by $2w/h$. To first order in $w$, and neglecting the small last term for a smooth envelope, the false level rises by
\begin{equation}
\delta E_{\rm false}\simeq\frac{2w}{h}\langle\beta\rangle .
\end{equation}
A deliberately weak term isolates this effect. With $w=0.001$, $h=0.1$ and $\langle\beta\rangle=0.8869$, the estimate is $0.02\times0.8869=0.01774$. Diagonalization gives $0.017742$. The agreement in the fourth figure is accidental: the neglected term is $-w$ times the expectation value $0.0117$ found below for $w=1$, about $-1.2\times10^{-5}$, which lowers the first-order value to $0.017726$, and higher orders in $w$ add back about $1.6\times10^{-5}$. So weak a term moves the false $1s$ but leaves it well below $2p_{1/2}$. With $w=1$ the added mass is 20, and the false level is gone from the bound-state region.

\subsection{What it does to the true levels}

For $w=1$, write $C_k=\cos kh$ and use $\sin^2kh=(1-C_k)(1+C_k)$ in \eqref{wil}:
\begin{align}
E^2&=1+\frac{2(1-C_k)}{h}+\frac{(1-C_k)(1+C_k)+(1-C_k)^2}{h^2}\nonumber\\
&=1+2(1-C_k)\left(\frac1h+\frac1{h^2}\right)\nonumber\\
&=1+(1+h)\,\frac{4\sin^2(kh/2)}{h^2}.
\end{align}
This is the staggered law \eqref{stag} with its kinetic part multiplied by $1+h$. The doubler is absent, but slow electrons have too much kinetic energy. The step must be small compared with the reduced Compton wavelength, not merely with the size of the atom. A step of $0.01$ bohr is $1.37$ reduced Compton wavelengths, and the kinetic factor is then $2.37$.

For a normalized smooth state, first-order perturbation theory and one integration by parts give
\begin{equation}
\delta E\simeq\langle\beta W\rangle\simeq\frac{wh}{2}\int_0^R\left(P'^2-Q'^2\right)dr .
\end{equation}
For $1s$ at $h=0.1$ and $w=1$, the matrix expectation value is $0.0117$ and the full shift from the central-difference level is $0.0110$. The total error against the reference is $0.0109$, so the Wilson term itself accounts for nearly all of it.

Since this error is linear in $h$, write $E(h)=E_0+a_1h+a_2h^2+\dots$ and combine two steps:
\begin{equation}
2E(h/2)-E(h)=E_0-\tfrac12a_2h^2+\dots
\end{equation}
For $1s$ this gives $2\times0.807967-0.813245=0.802689$, which is $3.5\times10^{-4}$ above the reference.

A smaller $w$ is another option. At low $k$, \eqref{wil} gives $E^2\simeq1+(1+wh)k^2$. If $w=\lambda h$ with fixed $\lambda$, the relative kinetic error is $\lambda h^2$, while the added mass stays at $2\lambda$. The false level then rises by about $2\lambda\langle\beta\rangle$, with $\langle\beta\rangle<1$, so $2\lambda$ must exceed the binding energy of the deepest false state by some margin (about $0.22$ against $0.198$ for the false $1s$ here). The copy is then displaced, not removed. Its mass $1+2\lambda$ does not grow as $h\to0$, so false states stay at fixed energies above $E=1$ (the lowest near $1.16$ for $\lambda=0.2$) and enter any sum over continuum states.

\section{Weighing the contributions}

The table gives errors relative to the reference energies at $h=0.05$, in units of $10^{-5}mc^2$. The central-difference $1s$ entry was read from the false level in the $\kappa=+1$ matrix, which \eqref{map} makes equal to the true one for $\kappa=-1$.

\begin{center}
\begin{tabular}{lrr}
Method & $1s$ & $2p_{1/2}$\\
\hline
Central & $-3.2$ & $-1.6$\\
Staggered & $-3.1$ & $0.35$\\
Wilson, $w=1$ & $563$ & $110$\\
Wilson, extrapolated & $35$ & $7$
\end{tabular}
\end{center}

The extrapolated row uses both $h=0.1$ and $h=0.05$.

The small central-difference errors do not measure the damage done by doubling. Taking the lowest $\kappa=+1$ eigenvalue for $2p_{1/2}$ gives an error of $0.9168-0.8023=0.1145$, larger than the whole binding energy of that state. This is an error of identity, and refinement of the grid leaves it in place.

The Wilson error is of the ordinary kind and shrinks with $h$. At $h=0.05$ it is $0.00563/0.1977=2.8\%$ of the $1s$ binding energy; extrapolation reduces this to $0.18\%$. The staggered error is about $0.015\%$. In this smooth model the staggered grid is therefore more accurate than the Wilson term with $w=1$ (the scaled choice $w=\lambda h$ is also of second order, but leaves the copy just above the gap): it removes the copy and keeps second-order accuracy, at the price of care at the origin. The Wilson term keeps both components on common points, but its strength and the grid step must be chosen together. The numerical check tests the dispersion laws, the mapping between $\kappa$ and $-\kappa$, and the level counts for both cures.

\section*{Computed values}
\begin{verbatim}
Natural units: energy m c^2, length hbar/(m c), unless stated
model: g = 0.8, a = 1.0, box radius = 40.0
grid steps: 0.1, 0.05
ring: 32 points, step 0.1; order central, staggered, Wilson w=1
number of positive states at E=1: 2 1 1
highest ring energy: 10.0499  20.0250  21.0000
doubler momentum pi/h at h=0.1: 31.4159
centrifugal coefficient, kappa=2, smooth: 5.9999
centrifugal coefficient, kappa=2, alternating: 2.0001
reference E of 1s, 2p1/2, 2s: 0.802337  0.916821  0.933476
binding of 1s, 2p1/2 (keV): 101.005  42.505
largest element of S H(+1) S - H(-1): 0.0e+00
central kappa=+1, h=0.1, lowest three E: 0.802209  0.916757  0.933413
central kappa=-1, h=0.1, lowest three E: 0.802209  0.916757  0.933413
neighbour correlation of P, kappa=+1: -0.9987  0.9997  -0.9994
neighbour correlation of P, kappa=-1: 0.9987  -0.9997  0.9994
staggered, h=0.1, kappa=-1, lowest two E: 0.802215  0.933424
staggered, h=0.1, kappa=+1, lowest E: 0.916835
staggered, h=0.05, kappa=-1, lowest two E: 0.802307  0.933463
staggered, h=0.05, kappa=+1, lowest E: 0.916824
Wilson w=1, h=0.1, kappa=-1, lowest two E: 0.813245  0.938585
Wilson w=1, h=0.1, kappa=+1, lowest E: 0.918955
Wilson w=1, h=0.05, kappa=-1, lowest two E: 0.807967  0.936142
Wilson w=1, h=0.05, kappa=+1, lowest E: 0.917924
central error of 1s, 2p1/2 at h=0.1: -0.0001287  -0.0000632
central error of 1s, 2p1/2 at h=0.05: -0.0000321  -0.0000158
central error ratio of 1s, 2p1/2: 4.005  4.007
staggered error of 1s, 2p1/2 at h=0.1: -0.0001224  0.0000139
staggered error of 1s, 2p1/2 at h=0.05: -0.0000305  0.0000035
staggered error ratio of 1s, 2p1/2: 4.007  3.993
Wilson error of 1s, 2p1/2 at h=0.1: 0.0109081  0.0021338
Wilson error of 1s, 2p1/2 at h=0.05: 0.0056302  0.0011030
Wilson error ratio of 1s, 2p1/2: 1.937  1.934
Wilson extrapolated E of 1s, 2p1/2: 0.802689  0.916893
Wilson extrapolated error of 1s, 2p1/2: 0.0003522  0.0000722
Wilson 1s shift at h=0.1, full: 0.011037
Wilson 1s shift at h=0.1, first order: 0.011665
weak Wilson strength w: 0.001; mean beta of false 1s: 0.88690
lift of false 1s, full: 0.017742; formula: 0.017738
step 0.01 bohr in reduced Compton wavelengths: 1.3704
Wilson w=1 kinetic factor at that step: 2.3704
\end{verbatim}
